# Why the Indirect Exciton Ground State in Germanium Splits: verification in Python

```python
"""Ground-state splitting of the indirect exciton in germanium.
Claim under test: an electron in an ellipsoidal [111] valley, bound to a hole
of the fourfold valence band, has two 1s levels (hole J_z = +-3/2 and +-1/2),
the first being deeper, with a splitting of the order of 1 meV.  For weak
anisotropy the splitting is d*g3*s/(3 eps^2 A^3), s = 4 pi^2/5 - 28/3.
Symbols (atomic units): inv_l, inv_t inverse electron masses along and across
the valley axis; g1, g2, g3 Luttinger parameters; eps dielectric constant;
A = g1 + (2 inv_t + inv_l)/3 mean inverse reduced mass; d = inv_l - inv_t.
Energies inside the solver are in units of 1/(eps^2 A) hartree.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh, solve_banded
from scipy.optimize import minimize_scalar
from scipy.special import gamma, lpmv

HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]
BOHR_NM = 1e9 * physical_constants["Bohr radius"][0]
m_l, m_t, eps = 1.6, 0.082, 15.4
GE = (1 / m_l, 1 / m_t, 13.4, 4.2, 5.7)
LMAX = 10

# Spin 3/2 matrices quantized along the valley axis; rows of AXES are the
# valley-frame unit vectors expressed in cubic coordinates.
jz = np.diag([1.5, 0.5, -0.5, -1.5]).astype(complex)
jplus = np.diag(np.sqrt([3.0, 4.0, 3.0]), 1).astype(complex)
jx, jy = (jplus + jplus.T) / 2, (jplus - jplus.T) / 2j
AXES = np.array([np.array([1, 1, -2]) / np.sqrt(6),
                 np.array([-1, 1, 0]) / np.sqrt(2),
                 np.array([1, 1, 1]) / np.sqrt(3)])
J_CUBIC = np.einsum("ic,iab->cab", AXES, np.array([jx, jy, jz]))


def hole_form(k, g1, g2, g3):
    """Luttinger matrix for momenta k (rows) given in the valley frame."""
    kc = k @ AXES
    k2 = np.sum(kc**2, axis=1)
    h = ((g1 + 2.5 * g2) * k2 / 2)[:, None, None] * np.eye(4, dtype=complex)
    for c in range(3):
        e = (c + 1) % 3
        jc, je = J_CUBIC[c], J_CUBIC[e]
        h = h - g2 * (kc[:, c]**2)[:, None, None] * (jc @ jc)
        h = h - g3 * (kc[:, c] * kc[:, e])[:, None, None] * (jc @ je + je @ jc)
    return h


def pair_form(k, p):
    """Kinetic energy matrix of electron plus hole."""
    electron = (p[1] * (k[:, 0]**2 + k[:, 1]**2) + p[0] * k[:, 2]**2) / 2
    return electron[:, None, None] * np.eye(4) + hole_form(k, *p[2:])


def mean_inverse_mass(p):
    return p[2] + (2 * p[1] + p[0]) / 3


# Angular grid, exact for all products of harmonics used here.
nodes, weights = np.polynomial.legendre.leggauss(16)
phis = 2 * np.pi * np.arange(32) / 32
CT, PH = [g.ravel() for g in np.meshgrid(nodes, phis, indexing="ij")]
W = np.repeat(weights, 32) * 2 * np.pi / 32
ST = np.sqrt(1 - CT**2)
DIRS = np.stack([ST * np.cos(PH), ST * np.sin(PH), CT], axis=1)


def harmonic(l, m):
    if m < 0:
        return (-1)**m * np.conj(harmonic(l, -m))
    norm = np.sqrt((2*l + 1) / (4*np.pi) * gamma(l - m + 1) / gamma(l + m + 1))
    return norm * lpmv(m, l, CT) * np.exp(1j * m * PH)


LM = [(l, m) for l in range(0, LMAX + 1, 2) for m in range(-l, l + 1)]
Y = np.array([harmonic(l, m) for l, m in LM])

# Radial functions r^l exp(-a r^2), orthonormalized for every l.  Their
# momentum transforms are k^l exp(-k^2/4a)/(2a)^(l+3/2); the phases i^l are
# absorbed in the basis because the Coulomb term is diagonal in l.
ALPHA = 0.02 * 2.3**np.arange(13)
PSUM = ALPHA[:, None] + ALPHA[None, :]
QSUM = 0.25 / ALPHA[:, None] + 0.25 / ALPHA[None, :]
X, COUL, KIN = {}, {}, {}
for l in range(0, LMAX + 1, 2):
    S = gamma(l + 1.5) / 2 / PSUM**(l + 1.5)
    scale = 1 / np.sqrt(np.diag(S))
    w, U = np.linalg.eigh(S * np.outer(scale, scale))
    keep = w > 1e-10
    X[l] = scale[:, None] * U[:, keep] / np.sqrt(w[keep])
    COUL[l] = X[l].T @ (gamma(l + 1) / 2 / PSUM**(l + 1)) @ X[l]
for l in X:
    for n in X:
        if abs(l - n) <= 2:
            power = (l + n + 5) / 2
            R = gamma(power) / 2 / QSUM**power
            R = R / np.outer((2*ALPHA)**(l + 1.5), (2*ALPHA)**(n + 1.5))
            KIN[l, n] = X[l].T @ R @ X[n]


def solve(p, two_f, lmax, fixed_spin=False):
    """Two lowest energies in the class 2(m + m_J) = two_f modulo 6, with the
    kinetic expectation value and the s-wave weight of the lowest state."""
    form = pair_form(DIRS, p) / mean_inverse_mass(p)
    if fixed_spin:
        form = form * np.eye(4)
    chan = [(i, s) for i, (l, m) in enumerate(LM) if l <= lmax
            for s in range(4) if (2*m + 3 - 2*s - two_f) % 6 == 0]
    G = np.array([[(Y.conj() * W * form[:, a, b]) @ Y.T for b in range(4)]
                  for a in range(4)])
    ci, cs = np.array(chan).T
    ang = G[cs[:, None], cs[None, :], ci[:, None], ci[None, :]]
    assert np.max(np.abs(ang.imag)) < 1e-10
    ang = ang.real
    ls = np.array([LM[i][0] for i in ci])
    place, start = {}, 0
    for l in range(0, lmax + 1, 2):
        size = np.sum(ls == l) * X[l].shape[1]
        place[l] = slice(start, start + size)
        start += size
    T, V = np.zeros((start, start)), np.zeros((start, start))
    for l in place:
        V[place[l], place[l]] = -np.kron(np.eye(np.sum(ls == l)), COUL[l])
        for n in place:
            if (l, n) in KIN:
                sub = ang[np.ix_(ls == l, ls == n)]
                T[place[l], place[n]] = np.kron(sub, KIN[l, n])
    energies, vec = eigh(T + V, subset_by_index=[0, 1])
    v = vec[:, 0]
    return energies, v @ T @ v, np.sum(v[place[0]]**2)


# --- The valence-band matrix against its closed band energies -------------
rng = np.random.default_rng(4)
ks = rng.normal(size=(20, 3))
g1, g2, g3 = GE[2:]
kc2 = (ks @ AXES)**2
k2 = kc2.sum(axis=1)
mixed = kc2[:, 0]*kc2[:, 1] + kc2[:, 1]*kc2[:, 2] + kc2[:, 2]*kc2[:, 0]
root = np.sqrt(g2**2 * k2**2 + 3 * (g3**2 - g2**2) * mixed)
bands = np.linalg.eigvalsh(hole_form(ks, g1, g2, g3))
closed = np.stack([g1*k2/2 - root]*2 + [g1*k2/2 + root]*2, axis=1)
assert np.allclose(bands, closed, atol=1e-10)
tau = np.array([1, -1, -1, 1])
diag = np.einsum("naa->na", hole_form(ks, g1, g2, g3)).real
quadrupole = 3 * ks[:, 2]**2 - k2
assert np.allclose(diag, g1*k2[:, None]/2 - g3*np.outer(quadrupole, tau)/2)

# --- Second-order constant: closed form, series and radial equation -------
s_closed = 4 * np.pi**2 / 5 - 28 / 3
n = np.arange(3, 3000, dtype=float)
s_series = -144/5 * np.sum(n / ((n-2) * (n-1)**2 * (n+1) * (n+2)))
step = 0.005
r = step * np.arange(1, 8000)
source = (r + 1) * np.exp(-r)
banded = np.zeros((3, r.size))
banded[0, 1:] = banded[2, :-1] = -0.5 / step**2
banded[1] = 1 / step**2 + 3 / r**2 - 1 / r + 0.5
u = solve_banded((1, 1), banded, source)
s_radial = -16/5 * step * (np.sum(u * source))
assert abs(s_series - s_closed) < 1e-6
assert abs(s_radial - s_closed) < 2e-3

# --- Weak-coupling diagonalization against second order -------------------
A = mean_inverse_mass(GE)
d = GE[0] - GE[1]
mean_e = (2 * GE[1] + GE[0]) / 3
split2 = d * g3 * s_closed / (3 * A**2)
shift2 = s_closed * (d**2/36 + (2*g2**2 + 3*g3**2)/4) / A**2


def scaled(valley, hole):
    return (mean_e + valley*(GE[0] - mean_e), mean_e + valley*(GE[1] - mean_e),
            g1, hole*g2, hole*g3)


e_iso = solve(scaled(0, 0), 3, 4)[0][0]
assert abs(e_iso + 0.5) < 2e-4
lam = 0.03
for sign in (1, -1):
    splits, shifts = [], []
    for x in (lam, -lam):   # averaging over both signs removes third order
        deep = solve(scaled(sign*x, x), 3, 4)[0][0]
        shallow = solve(scaled(sign*x, x), 1, 4)[0][0]
        splits.append((shallow - deep) / lam**2)
        shifts.append(((shallow + deep)/2 - e_iso) / lam**2)
    assert abs(np.mean(splits) - sign*split2) < 0.015 * abs(split2)
    assert abs(np.mean(shifts) - shift2) < 0.015 * abs(shift2)

# --- Both anisotropies are needed -----------------------------------------
no_valley = [solve(scaled(0, 1), f, 4)[0][0] for f in (3, 1)]
no_hole = [solve(scaled(1, 0), f, 4)[0][0] for f in (3, 1)]
assert abs(no_valley[0] - no_valley[1]) < 1e-7
assert abs(no_hole[0] - no_hole[1]) < 1e-7

# --- Full solution for germanium ------------------------------------------
unit = HARTREE_MEV / (eps**2 * A)
table = {}
for lmax in (0, 2, 4, 6, 8, 10):
    table[lmax] = [solve(GE, f, lmax) for f in (3, 1)]
bind = {L: [-unit * t[0][0] for t in table[L]] for L in table}
B32, B12 = bind[LMAX]
split = B32 - B12
pair = table[LMAX][0][0]
assert abs(pair[0] - pair[1]) < 1e-7            # Kramers pair, one class
partner = solve(GE, 5, 4)[0][0]
assert abs(partner - table[4][1][0][0]) < 1e-7  # Kramers pair, two classes
for energies, kinetic, _ in table[LMAX]:
    assert abs(energies[0] + kinetic) < 2e-3 * kinetic
assert max(abs(bind[10][i] - bind[8][i]) for i in (0, 1)) < 0.02
assert abs(split - (bind[8][0] - bind[8][1])) < 0.01
assert 0.5 < split < 1.5

# --- Two-ellipsoid estimate -----------------------------------------------


def attraction(beta):
    q = np.sqrt(1 - beta**2 + 0j)
    return (np.arcsin(q) / q).real


for beta in (0.4, 1.3):
    direct = quad(lambda c: 1/np.sqrt(1 - c*c + beta**2*c*c), 0, 1)[0]
    assert abs(direct - attraction(beta)) < 1e-7


def trial(a_t, a_z):
    """Best trial binding energy (meV) and flattening b/a."""
    def energy(beta):
        return -attraction(beta)**2 / (4 * (2*a_t + a_z/beta**2) / 6)
    best = minimize_scalar(energy, bounds=(0.1, 2.0), method="bounded")
    return -best.fun * HARTREE_MEV / eps**2, best.x


def gaussian_ellipsoid(a_t, a_z):
    """Binding energy (meV) from Gaussians exp(-a rho^2 - b z^2)."""
    a = np.repeat(0.02 * 2.5**np.arange(12), 6)
    b = a * np.tile([0.5, 1, 2, 4, 8, 16], 12)
    P, Q = a[:, None] + a, b[:, None] + b
    S = np.pi**1.5 / (P * np.sqrt(Q))
    T = (2*a_t*np.outer(a, a)/P + a_z*np.outer(b, b)/Q) * S / A
    x, wx = np.polynomial.legendre.leggauss(80)
    x, wx = (x + 1)/2, wx/2
    V = -2*np.pi*sum(wi / (P + (Q - P)*xi**2) for xi, wi in zip(x, wx))
    norm = 1 / np.sqrt(np.diag(S))
    w, U = np.linalg.eigh(S * np.outer(norm, norm))
    keep = w > 1e-9
    Z = norm[:, None] * U[:, keep] / np.sqrt(w[keep])
    return -unit * np.linalg.eigvalsh(Z.T @ (T + V) @ Z)[0]


ellipsoids = []
for t, f, full in ((1, 3, B32), (-1, 1, B12)):
    a_t, a_z = GE[1] + g1 + t*g3, GE[0] + g1 - 2*t*g3
    b_trial, beta = trial(a_t, a_z)
    b_fixed = -unit * solve(GE, f, LMAX, fixed_spin=True)[0][0]
    b_gauss = gaussian_ellipsoid(a_t, a_z)
    assert abs(b_gauss - b_fixed) < 5e-3 * b_fixed
    assert b_trial < b_fixed + 2e-3 and b_fixed < full
    ellipsoids.append((a_t, a_z, beta, b_trial, b_fixed, b_gauss))

# --- Sensitivity to the input g3 ------------------------------------------
changed = GE[:4] + (1.05 * g3,)
unit_changed = HARTREE_MEV / (eps**2 * mean_inverse_mass(changed))
split_changed = unit_changed * (solve(changed, 1, 6)[0][0]
                                - solve(changed, 3, 6)[0][0])
response = split_changed - (bind[6][0] - bind[6][1])

print("Inputs (rounded germanium parameters)")
print(f"m_l = {m_l}, m_t = {m_t} electron masses; eps = {eps}")
print(f"Luttinger g1, g2, g3 = {g1}, {g2}, {g3}")
print(f"inverse masses 1/m_l, 1/m_t = {GE[0]:.4f}, {GE[1]:.4f}")
print(f"valley anisotropy d = {d:.4f}; mean inverse mass A = {A:.4f}")
print(f"effective radius eps*A = {eps*A:.2f} bohr = {eps*A*BOHR_NM:.2f} nm")
print(f"energy unit 1/(eps^2 A) = {unit:.4f} meV")
print(f"isotropic binding, exact half unit = {unit/2:.4f} meV")
print(f"isotropic binding, Gaussian basis = {-unit*e_iso:.4f} meV")
print("Second order")
print(f"s closed, series, radial = {s_closed:.6f}, {s_series:.6f}, "
      f"{s_radial:.6f}")
print(f"common shift = {unit*shift2:.4f} meV")
print(f"splitting = {unit*split2:.4f} meV")
print(f"binding 3/2, 1/2 = {unit*(0.5-shift2+split2/2):.4f}, "
      f"{unit*(0.5-shift2-split2/2):.4f} meV")
print("Fixed-J_z ellipsoids")
for name, row in zip(("3/2", "1/2"), ellipsoids):
    print(f"{name}: A_t = {row[0]:.4f}, A_z = {row[1]:.4f}, "
          f"b/a = {row[2]:.4f}")
    print(f"{name}: binding trial, harmonics, Gaussians = {row[3]:.4f}, "
          f"{row[4]:.4f}, {row[5]:.4f} meV")
print(f"splitting, trial = {ellipsoids[0][3]-ellipsoids[1][3]:.4f} meV")
print(f"splitting, harmonics = {ellipsoids[0][4]-ellipsoids[1][4]:.4f} meV")
print("Full solution: largest l, binding 3/2, binding 1/2, splitting (meV)")
for L, (b3, b1) in bind.items():
    print(f"{L:2d}  {b3:.4f}  {b1:.4f}  {b3-b1:.4f}")
print(f"s-wave weights 3/2, 1/2 = {table[LMAX][0][2]:.4f}, "
      f"{table[LMAX][1][2]:.4f}")
print(f"final splitting = {split:.3f} meV = {split/HARTREE_MEV:.3e} hartree")
print(f"final binding 3/2, 1/2 = {B32/HARTREE_MEV:.3e}, "
      f"{B12/HARTREE_MEV:.3e} hartree")
print(f"change of splitting for g3 + 5% (l up to 6) = {response:+.4f} meV")
print(f"splitting without valley anisotropy = "
      f"{unit*abs(no_valley[1]-no_valley[0]):.1e} meV")
print(f"splitting without hole anisotropy = "
      f"{unit*abs(no_hole[1]-no_hole[0]):.1e} meV")
print("PASS")
```

Running it gives:

```
Inputs (rounded germanium parameters)
m_l = 1.6, m_t = 0.082 electron masses; eps = 15.4
Luttinger g1, g2, g3 = 13.4, 4.2, 5.7
inverse masses 1/m_l, 1/m_t = 0.6250, 12.1951
valley anisotropy d = -11.5701; mean inverse mass A = 21.7384
effective radius eps*A = 334.77 bohr = 17.72 nm
energy unit 1/(eps^2 A) = 5.2781 meV
isotropic binding, exact half unit = 2.6391 meV
isotropic binding, Gaussian basis = 2.6391 meV
Second order
s closed, series, radial = -1.437650, -1.437650, -1.437651
common shift = -0.5926 meV
splitting = 0.3530 meV
binding 3/2, 1/2 = 3.4082, 3.0552 meV
Fixed-J_z ellipsoids
3/2: A_t = 31.2951, A_z = 2.6250, b/a = 0.4194
3/2: binding trial, harmonics, Gaussians = 3.4893, 3.5017, 3.5029 meV
1/2: A_t = 19.8951, A_z = 25.4250, b/a = 1.0918
1/2: binding trial, harmonics, Gaussians = 2.6521, 2.6522, 2.6522 meV
splitting, trial = 0.8371 meV
splitting, harmonics = 0.8495 meV
Full solution: largest l, binding 3/2, binding 1/2, splitting (meV)
 0  2.6391  2.6391  0.0000
 2  3.9203  3.1288  0.7915
 4  4.1865  3.1700  1.0164
 6  4.2396  3.1754  1.0642
 8  4.2496  3.1762  1.0733
10  4.2514  3.1763  1.0750
s-wave weights 3/2, 1/2 = 0.7517, 0.9094
final splitting = 1.075 meV = 3.951e-05 hartree
final binding 3/2, 1/2 = 1.562e-04, 1.167e-04 hartree
change of splitting for g3 + 5% (l up to 6) = +0.1878 meV
splitting without valley anisotropy = 3.4e-12 meV
splitting without hole anisotropy = 1.0e-13 meV
PASS
```
